# Bulk susceptibility shifts from the Lorentz sphere, and Evans' method

## Problem

A liquid in a magnetic field becomes magnetized, and its magnetization changes the field at the nuclei inside it. The change depends on the shape of the sample. Evans' method uses it to find the magnetic moment of a dissolved paramagnetic ion.

SI units are used, because the quantities are macroscopic. The applied field is $B_0=\mu_0H_0$ along $z$. The liquid has isotropic volume susceptibility $\chi$, with $|\chi|\ll1$, so that $\mathbf M=\chi\mathbf H$, where $\mathbf H$ is the field inside the liquid. The sample is surrounded by vacuum.

(a) Find the field $\mathbf H$ produced inside a uniformly magnetized body by its own magnetization, for a sphere, for a long cylinder magnetized along its axis, and for a long cylinder magnetized across its axis.

(b) Find the field at a nucleus in the liquid, before the electrons of its own molecule shield it.

(c) Give the fractional field shift for the three shapes, and evaluate it for a model solvent with $\chi_0=-9.0\times10^{-6}$.

(d) An inert reference compound is dissolved both in a paramagnetic solution and in the pure solvent. The two liquids fill long coaxial tubes parallel to $B_0$. At a proton frequency $\nu_0=400$ MHz, the reference line in the solution lies $\Delta\nu=240$ Hz above that in the solvent. Find the effective moment of the solute from these model data:

- concentration $c=10$ mol/m³ and temperature $T=300$ K;
- densities $\rho_0=1000$ kg/m³ (solvent) and $\rho_s=1002$ kg/m³ (solution);
- solute molar mass $W=0.400$ kg/mol and solute diamagnetism $\chi_{\rm dia}=-2.5\times10^{-9}$ m³/mol.

## Hints

1. Without free currents, $\nabla\times\mathbf H=0$ and $\nabla\cdot\mathbf H=-\nabla\cdot\mathbf M$. The field $\mathbf H$ is then an electrostatic problem with "magnetic charge". Where does the charge sit if $\mathbf M$ is uniform?
2. Build that surface charge from two bodies of opposite uniform charge, slightly displaced.
3. A nucleus does not feel a smooth medium next to it. Draw a sphere around it, treat the outside as a continuum and the inside as separate dipoles.
4. For the coaxial tubes, ask which surfaces carry magnetic charge.
5. Adding solute also changes the amount of solvent per unit volume. Count masses in one cubic metre of solution.

## Solution

### (a) The field of the magnetization

For uniform $\mathbf M$ the source $-\nabla\cdot\mathbf M$ vanishes inside the body. At the surface $\mathbf M$ drops to zero, which leaves a surface charge $\sigma=\mathbf M\cdot\mathbf n$, with $\mathbf n$ the outward normal.

Take two copies of the body with charge densities $+\rho$ and $-\rho$, displaced by $+\mathbf d/2$ and $-\mathbf d/2$. They cancel where they overlap. At the surface a layer of thickness $\mathbf d\cdot\mathbf n$ remains, with charge $\rho\,\mathbf d\cdot\mathbf n$ per area. This equals $\sigma$ if $\rho\mathbf d=\mathbf M$, in the limit of small $\mathbf d$.

**Sphere.** Gauss's law for one charged sphere, at distance $r$ from its centre, reads

$$4\pi r^2H=\tfrac{4\pi}{3}r^3\rho\quad\Rightarrow\quad \mathbf H=\tfrac13\rho\,\mathbf r .$$

The two displaced spheres together give

$$\tfrac13\rho\left(\mathbf r-\tfrac12\mathbf d\right)-\tfrac13\rho\left(\mathbf r+\tfrac12\mathbf d\right)=-\tfrac13\rho\,\mathbf d=-\tfrac13\mathbf M .$$

**Transverse cylinder.** For a length $\ell$ of a charged cylinder, $2\pi r\ell H=\pi r^2\ell\rho$, so $\mathbf H=\tfrac12\rho\,\mathbf r$ with $\mathbf r$ measured from the axis. The same subtraction gives $-\tfrac12\mathbf M$.

**Parallel cylinder.** The side wall has $\mathbf M\cdot\mathbf n=0$. Charge sits on the two end faces alone, with total $\pm\pi R^2M$ for radius $R$. If the ends are at distance $L\gg R$ from the centre, their field there is about $2\,\pi R^2M/(4\pi L^2)=MR^2/(2L^2)$, which tends to zero.

All three cases have the form $\mathbf H=-N\mathbf M$, with the demagnetizing factor

$$N=\tfrac13\ \text{(sphere)},\qquad N=0\ \text{(parallel)},\qquad N=\tfrac12\ \text{(perpendicular)}.$$

The internal field is uniform, in the cylinders away from their ends, so the assumption of uniform magnetization is consistent there. From $M=\chi(H_0-NM)$,

$$M=\frac{\chi H_0}{1+N\chi}.$$

### (b) The Lorentz sphere

Draw a sphere around the nucleus, large compared with molecular distances and small compared with the sample. The field at its centre has three parts.

*The applied field* is $H_0$.

*The material outside the sphere* is far away and may be treated as a continuum. Its field is that of the whole continuous body minus that of a continuous magnetized sphere. By part (a) this is

$$-NM-\left(-\tfrac13M\right)=-NM+\tfrac13M .$$

The term $+M/3$ is the field of the charge on the cavity wall. Its sign is opposite to that of a magnetized sphere because the normal pointing out of the material now points into the cavity.

*The molecules inside the sphere* are counted one by one. A moment $m$ along $z$, at distance $r$ and polar angle $\theta$ from the nucleus, gives the $z$ field

$$B_z=\frac{\mu_0m}{4\pi r^3}\,(3\cos^2\theta-1).$$

A tumbling molecule presents each arrangement of neighbours in all orientations with equal weight. With $u=\cos\theta$, the average over directions is

$$\tfrac12\int_{-1}^{1}(3u^2-1)\,du=\tfrac12\left[u^3-u\right]_{-1}^{1}=0 .$$

The molecule need not be round for this. The calculation does assume that each moment keeps its size and its direction along $z$ while the arrangement turns. If the moments change with orientation, the average need not vanish. Suppose instead that a neighbour in direction $\hat{\mathbf u}$ is more easily magnetized along $\hat{\mathbf u}$:

$$\mathbf m=m\left[\hat{\mathbf z}+\alpha\left(u\,\hat{\mathbf u}-\tfrac13\hat{\mathbf z}\right)\right],\qquad u=\hat{\mathbf u}\cdot\hat{\mathbf z}.$$

Then $\hat{\mathbf u}\cdot\mathbf m=mu(1+\tfrac23\alpha)$ and $m_z=m[1+\alpha(u^2-\tfrac13)]$. The dipole field is proportional to $3(\hat{\mathbf u}\cdot\mathbf m)u-m_z$. Since $u^2$ averages to $\tfrac13$, its mean is

$$m\left[\left(1+\tfrac23\alpha\right)-1\right]=\tfrac23\alpha m\neq0 .$$

This is a pseudocontact shift, and it lies outside the bulk formula. It is one reason why the reference compound must not bind to the paramagnetic ion. Another is the contact shift, caused by unpaired electron density at the nucleus. A test on a random cluster of twelve point-dipole neighbours compares isotropic moments with anisotropic ones ($\alpha=0.3$); the contact shift is not part of it. The cluster is turned through 60 orientations. In units of moment over cubed length, the field of isotropic moments reaches 0.406 in size among them, but averages to zero within rounding. With anisotropic moments the average is 0.107.

With isotropic moments the near molecules drop out. The nucleus sits in an empty cavity, where $B=\mu_0H$, so

$$B_{\rm nuc}=\mu_0\left(H_0-NM+\tfrac13M\right).$$

### (c) The three shapes

Insert $M$ from part (a):

$$\frac{B_{\rm nuc}}{B_0}=1+\frac{(\frac13-N)\chi}{1+N\chi}=\frac{1+N\chi+\frac13\chi-N\chi}{1+N\chi}=\frac{1+\frac13\chi}{1+N\chi}.$$

Since $1/(1+N\chi)=1-N\chi+O(\chi^2)$, the fractional shift to first order is

$$\frac{B_{\rm nuc}-B_0}{B_0}=\left(\tfrac13-N\right)\chi .$$

| Shape | $N$ | Shift | Model solvent |
|---|---|---|---|
| sphere | $1/3$ | $0$ | $0$ |
| cylinder, parallel | $0$ | $+\chi/3$ | $-3.0$ ppm |
| cylinder, perpendicular | $1/2$ | $-\chi/6$ | $+1.5$ ppm |

For the sphere, numerator and denominator are equal, so within this continuum model the shift vanishes for any $\chi$, not just to first order. The outer surface and the cavity wall then produce opposite fields of equal size.

In a parallel tube the outer surface contributes nothing, and the cavity term $+M/3$ remains. A diamagnetic solvent has $M<0$ and lowers the field. In a perpendicular tube the outer surface contributes $-M/2$, which outweighs the cavity term and reverses the sign.

In Gaussian units the susceptibility is smaller by $4\pi$, that is $\chi=4\pi\chi_{\rm G}$. The factors of $\chi_{\rm G}$ are then $0$, $4\pi/3$ and $-2\pi/3$.

The Lorentz sphere can be avoided by summing the fields of all dipoles of a magnetized body, built on a simple cubic lattice, at an off-centre site. Cubic symmetry plays the part of tumbling: over each shell of neighbours $x^2$, $y^2$ and $z^2$ have equal sums, so $3z^2-r^2$ sums to zero. On a lattice of lower symmetry the near dipoles need not cancel, and the factors would differ. Such sums give 0.0000 for the sphere, 0.3315 for a long parallel cylinder and $-0.1657$ for a perpendicular one. The tests allow a difference of 0.005 from the derived factors, because the lattice bodies have stepped surfaces and finite length. For the long cylinders the finite length accounts for the difference. With $R=24.5$ and $L\approx400$ lattice spacings, the end term $R^2/(2L^2)=0.0019$ lowers the parallel factor to 0.3315, and half of it raises the perpendicular factor to $-0.1657$.

### (d) Evans' method

**Shift and susceptibility.** In long coaxial tubes parallel to $B_0$, every wall is parallel to $\mathbf M$. No wall carries magnetic charge, and the ends are far away. Hence $H=H_0$ in both liquids, and each nucleus sees $B_0(1+\chi/3)$ with the $\chi$ of its own liquid.

The resonance frequency also contains the electronic shielding of the reference molecule. This is taken to be the same in both liquids, so it cancels from the fractional difference to leading order:

$$\frac{\Delta\nu}{\nu_0}=\frac{\chi_s-\chi_0}{3}=\frac{\Delta\chi}{3}.$$

Here $\chi_s$ belongs to the solution. The data give

$$\Delta\chi=\frac{3\times240}{400\times10^6}=1.80\times10^{-6}.$$

The solution is still diamagnetic as a whole, with $\chi_s=-7.2\times10^{-6}$. The ions have made it less so.

**Mass balance.** One cubic metre of solution has mass $\rho_s$, of which $cW$ is solute and $\rho_s-cW$ is solvent. The solvent contributes $\chi_0/\rho_0$ per unit mass. If the contributions add,

$$\chi_s=c\chi_M+(\rho_s-cW)\frac{\chi_0}{\rho_0},$$

where $\chi_M$ is the molar susceptibility of the solute. Subtract $\chi_0$ and solve for $c\chi_M$:

$$c\chi_M=\Delta\chi+cW\frac{\chi_0}{\rho_0}+\chi_0\frac{\rho_0-\rho_s}{\rho_0}.$$

Division by $c$ and $\Delta\chi=3\Delta\nu/\nu_0$ give

$$\chi_M=\frac{3\Delta\nu}{\nu_0c}+\frac{W\chi_0}{\rho_0}+\frac{\chi_0(\rho_0-\rho_s)}{\rho_0c}.$$

The three terms are, in m³/mol,

$$\frac{1.80\times10^{-6}}{10}=1.800\times10^{-7},$$

$$\frac{0.400\times(-9.0\times10^{-6})}{1000}=-3.6\times10^{-9},$$

$$\frac{(-9.0\times10^{-6})\times(-2)}{1000\times10}=+1.8\times10^{-9}.$$

Their sum is $\chi_M=1.782\times10^{-7}$ m³/mol. It includes the diamagnetism of the solute, which must be removed:

$$\chi_{\rm para}=\chi_M-\chi_{\rm dia}=(1.782+0.025)\times10^{-7}=1.807\times10^{-7}\ \text{m}^3/\text{mol}.$$

In Gaussian units this is 0.0144 cm³/mol.

**From susceptibility to moment.** An ion with spin $S$, no orbital moment and negligible zero-field splitting has levels $E_m=g\mu_BBm$ and moments $-g\mu_Bm$ along the field. Here $\mu_B$ is the Bohr magneton, $g$ the electron $g$ factor and $k$ Boltzmann's constant. For $g\mu_BBS\ll kT$ the Boltzmann weights are proportional to $1-g\mu_BBm/kT$. The term linear in $m$ sums to zero, so the mean moment is

$$\langle\mu_z\rangle=\frac{g^2\mu_B^2B}{kT}\,\frac{1}{2S+1}\sum_m m^2=\frac{g^2\mu_B^2S(S+1)}{3kT}\,B .$$

The last step uses isotropy: the mean of $S_z^2$ over all levels is one third of $S(S+1)$. Define $\mu_{\rm eff}^2=g^2S(S+1)\mu_B^2$. With Avogadro's constant $N_A$ and $\chi_{\rm para}=\mu_0N_A\langle\mu_z\rangle/B$,

$$\chi_{\rm para}=\frac{\mu_0N_A\mu_{\rm eff}^2}{3kT}\quad\Rightarrow\quad \frac{\mu_{\rm eff}}{\mu_B}=\sqrt{\frac{3kT\chi_{\rm para}}{\mu_0N_A\mu_B^2}}=5.87 .$$

**Reading the result.** With $g=2$ the spin-only moment is $2\sqrt{S(S+1)}\,\mu_B$, which is $4.90\,\mu_B$ for $S=2$ and $5.92\,\mu_B$ for $S=5/2$. The result lies 0.7% below the second value and far from the first, so it supports five unpaired electrons. It does not prove them: an orbital moment, a different $g$, or a mixture of spin states could also change $\mu_{\rm eff}$.

Without any corrections the moment would be $5.86\,\mu_B$. Each correction is at most 2% of the leading term $1.800\times10^{-7}$ m³/mol, so none alone moves the moment by more than about 1%. Here they also nearly cancel: $-3.6+1.8+2.5=+0.7$, in units of $10^{-9}$ m³/mol. This is not wholly an accident. The first two terms add up to $-1.8\times10^{-9}$ m³/mol, the diamagnetism of the solvent displaced by one mole of solute. The solute's own diamagnetism enters with the opposite sign, so the corrections largely cancel when solute and solvent have similar diamagnetism per unit volume. An error of 1 kg/m³ in the density difference changes $\chi_M$ by $0.9\times10^{-9}$ m³/mol, or 0.5%. For a fixed density error this grows as $1/c$, so a measured density becomes a poor input in dilute solution. The true density term does not grow: at a fixed volume displaced per mole of solute it is independent of $c$. For this solute, setting $\rho_s=\rho_0$ lowers the moment by 0.5%, and dropping all three corrections lowers it by 0.2%, at any dilution.

The chain was also tested in the forward direction. A thermal sum over the levels of an $S=5/2$ ion, combined with the lattice factor 0.3315, predicts a shift of 241.9 Hz. The formulas above turn it back into $5.90\,\mu_B$, against $5.92\,\mu_B$ put in. Most of the difference comes from the lattice factor, since $\sqrt{0.3315/0.3333}=0.997$. The rest is slight saturation: at 9.4 T and 300 K, $g\mu_BBS/kT=0.105$, and the Curie formula underestimates the moment by about 0.05%. The same correction moves the result of part (d) from 5.873 to 5.877, so its third digit is not secure.

## Variation 1: a magnet with its field across the tubes

*The same coaxial tubes stand perpendicular to $B_0$, with solvent inside radius $a$ and solution around it. What is the shift?*

To first order in $\chi$, each liquid has $M=\chi H_0$. The system is a full cylinder of solution plus an inner cylinder with the extra magnetization $M'=M_0-M_s$, where $M_0$ belongs to the solvent and $M_s$ to the solution. The field inside the inner tube is

$$-\tfrac12M_s-\tfrac12(M_0-M_s)=-\tfrac12M_0 .$$

With the cavity term $+M_0/3$, the fractional shift is $-\chi_0/6$, as for a single tube.

In the annulus the inner cylinder adds its outside field. A cylinder of charge density $\rho$ gives $\mathbf H=\rho a^2\mathbf r/(2r^2)$ outside. Displacing two of them along $x$, now the direction of $B_0$, gives

$$H_x=-\frac{M'a^2}{2}\,\frac{\partial}{\partial x}\frac{x}{r^2}=-\frac{M'a^2}{2}\left(\frac1{r^2}-\frac{2x^2}{r^4}\right)=\frac{M'a^2}{2r^2}\cos2\varphi ,$$

where $\varphi$ is the angle from $B_0$. Since $M'=-\Delta\chi H_0$, the fractional shift in the solution is

$$-\frac{\chi_s}{6}-\frac{\Delta\chi}{2}\,\frac{a^2}{r^2}\cos2\varphi .$$

The second term averages to zero over $\varphi$. The mean difference between the liquids is therefore $-\Delta\chi/6$, or $-120$ Hz for the same sample, and the first term of $\chi_M$ becomes $-6\Delta\nu/(\nu_0c)$.

The angular term is not small. At the inner wall its amplitude is $\tfrac12\times1.80\times10^{-6}\times400$ MHz $=360$ Hz, three times the mean shift. This figure is for a wall of zero thickness. A glass wall leaves the mean shift unchanged but adds to the angular term. For glass with $\chi=-11\times10^{-6}$ and an inner radius 0.8 times the outer, the amplitude is about 500 Hz. Rotation about the tube axis at frequency $f$ turns it into an oscillation $A\cos(4\pi ft)$ of the resonance frequency. The resulting phase, $2\pi A\int\cos(4\pi ft)\,dt$, has amplitude $A/(2f)$. It is small if $f\gg A/2=180$ Hz at the wall. The phase factor repeats with frequency $2f$, so its Fourier series gives a centre line at the mean frequency and sidebands at multiples of $2f$. The sidebands are weak when $A/(2f)$ is small and become strong at slower rotation. For $A=360$ Hz the centre line holds 98% of the intensity at $f=900$ Hz, 59% at 180 Hz and under 1% at 20 Hz. Ordinary spinners turn at tens of hertz, so they do not average this term near the wall at 400 MHz. The amplitude $A$ is proportional to $\nu_0$, so the condition is easier to meet at lower field.

## Variation 2: a tube of finite length

*A parallel tube has half-length $L=20$ mm and radius $R=2$ mm. How much do its ends change the shift at its centre, and does this spoil Evans' method?*

Each end face is a disc of charge density $\pm M$. Summing rings of radius $s$, one disc gives on the axis

$$\int_0^R\frac{M\,2\pi s\,ds}{4\pi(L^2+s^2)}\,\frac{L}{\sqrt{L^2+s^2}}=\frac M2\left(1-\frac{L}{\sqrt{L^2+R^2}}\right).$$

Both discs oppose $\mathbf M$, so at the centre

$$N=1-\frac{L}{\sqrt{L^2+R^2}}=0.00496 .$$

The factor $\tfrac13-N$ is smaller than $\tfrac13$ by 1.5%. For a much shorter cylinder, with $L=24.5$ and $R=12.3$ lattice spacings, the formula gives 0.2270 for this factor, and a direct lattice sum gives 0.2260.

If solution and solvent are measured in two separate tubes of this size, $\Delta\chi$ at the centre comes out 1.5% too small, and the moment about 0.7% too small. Averaged over a detected height of $\pm12$ mm, these errors grow to 2.25% and 1.1%. Such a measurement also needs a frequency scale that is not locked or referenced to the sample itself, which would remove the bulk shift.

In coaxial tubes the error largely cancels, because both liquids feel the end charges of both. In the middle plane, an end charge at transverse distance $s$ acts in proportion to $L/(L^2+s^2)^{3/2}$. As $s$ runs from 0 to $2R=4$ mm, this changes by less than 6%. The end field itself is at most about $0.005\times9\times10^{-6}=4.5\times10^{-8}$ of $H_0$. Its difference between the liquids is then below $3\times10^{-9}$, while the measured fractional shift is $6\times10^{-7}$. The remaining error at mid-height is below 0.5% of the shift. It grows towards the ends, to about 0.2% averaged over $\pm12$ mm and 0.8% over $\pm16$ mm. These estimates assume that both liquids have the same height, and they ignore the glass.

## Computed results

```
TESTS OF THE SHAPE FACTORS (dimensionless)
Lattice sum, sphere: -0.0000
Lattice sum, long parallel cylinder: 0.3315
Lattice sum, long perpendicular cylinder: -0.1657
Short parallel cylinder, lattice sum: 0.2260
Short parallel cylinder, formula: 0.2270
Surface-charge H/M, sphere: -0.333333
Surface-charge H/M, perpendicular cylinder: -0.500000
Cluster, largest field at fixed orientation: 0.4060
Cluster average, isotropic moments: 2.1e-17
Cluster average, anisotropic moments: 0.1067
Sphere B_nuc/B0 at chi = 0.5: 1.000000
MODEL INPUTS
Proton frequency: 400 MHz
Applied field: 9.395 T
Observed parallel shift: 240 Hz
Concentration: 10 mol/m^3
Temperature: 300 K
Solvent susceptibility (SI): -9.00e-06
Solvent density: 1000 kg/m^3
Solution density: 1002 kg/m^3
Solute molar mass: 0.400 kg/mol
Solute diamagnetism: -2.50e-09 m^3/mol
SOLVENT SHIFT BY SHAPE
Solvent shift, sphere: 0.000 ppm in size, sign 0
Solvent shift, parallel: 3.000 ppm in size, sign -1
Solvent shift, perpendicular: 1.500 ppm in size, sign 1
EVANS RESULT
Susceptibility difference (SI): 1.800e-06
Uncorrected molar value: 1.8000e-07 m^3/mol
Displaced-solvent mass term: -3.600e-09 m^3/mol
Density term: 1.800e-09 m^3/mol
Molar susceptibility: 1.7820e-07 m^3/mol
Paramagnetic molar part: 1.8070e-07 m^3/mol
Same, Gaussian: 0.01438 cm^3/mol
Effective moment: 5.873 Bohr magnetons
Moment without corrections: 5.862 Bohr magnetons
Spin-only moment, S = 2: 4.899 Bohr magnetons
Spin-only moment, S = 5/2: 5.916 Bohr magnetons
Simulated S = 5/2 shift: 241.9 Hz
Moment recovered from it: 5.896 Bohr magnetons
PERPENDICULAR MAGNET AND TUBE ENDS
Mean perpendicular shift: -120.0 Hz
Unspun amplitude at inner wall: 360.0 Hz
Tube half-length: 20 mm
Tube radius: 2 mm
Tube-centre demagnetizing factor: 0.00496
Reduction of parallel shift: 1.49 percent
```
